# When Valence-Band Holes Can Decompose a Semiconductor

Q: An illuminated semiconductor in an electrolyte may dissolve, and the holes are blamed. I am told to compare a decomposition potential with the valence-band edge. One is a reaction free energy, the other a one-electron energy. Why may they be compared at all?

A: They need a common scale first, and then we must see whether the edge is the right quantity. Take a compound MX that decomposes by

$$\mathrm{MX}+z\,\mathrm h^+\rightarrow \mathrm M^{z+}(\mathrm{aq})+\mathrm X .$$

MX and X are pure solids, the ions form an ideal solution, and temperature and pressure are constant. In terms of electrons, a formula unit leaves the crystal as an ion and a neutral X, and the $z$ electrons it leaves behind fill $z$ holes.

I count electron energies $E$ from the electron level of the standard hydrogen electrode (SHE) and define

$$U=-\frac{E}{e},$$

where $e>0$ is the elementary charge. A more positive potential therefore means a lower electron energy. The electric potential inside the solution is set to zero. Energies are in electronvolts, so $eU$ in eV has the same numerical value as $U$ in volts.

Q: What makes the hydrogen electrode's electron level a legitimate zero for chemical energies too?

A: Its equilibrium is $\mathrm H^++\mathrm e^-\rightleftharpoons\tfrac12\mathrm H_2$, which requires

$$\mu_{\mathrm H^+}+\mu_{\mathrm e}=\tfrac12\mu_{\mathrm H_2}.$$

By convention the standard values of $\mu_{\mathrm H^+}$ and $\mu_{\mathrm H_2}$ are zero. Then $\mu_{\mathrm e}=0$ at this electrode, and tabulated ion energies and electron energies share one zero.

Q: Then the energy of a hole is minus the energy of the band edge, and we are nearly done.

A: That is the energy of one hole placed at the edge. A reaction at constant temperature needs the free energy of a hole, which also depends on how many holes there are.

Suppose the valence-band electrons near the surface are in thermal equilibrium among themselves, though perhaps not with the conduction band. They then have their own Fermi level $E_{Fp}$, the hole quasi-Fermi level. At fixed temperature and volume, adding $dN_{\mathrm e}$ electrons changes their free energy by $dF=E_{Fp}\,dN_{\mathrm e}$. Creating a hole removes an electron, so $dN_{\mathrm h}=-dN_{\mathrm e}$ and

$$\mu_{\mathrm h}=\frac{\partial F}{\partial N_{\mathrm h}}=-E_{Fp}=eU_p .$$

The last equality defines $U_p$, the potential of the hole level. It is the surface value that counts, since the reaction takes place there.

Q: Now put the reaction together, and keep track of the signs.

A: Products minus reactants gives, per formula unit,

$$\Delta G=\mu_{\mathrm M}+\mu_{\mathrm X}-\mu_{\mathrm{MX}}-z\mu_{\mathrm h}
=\mu_{\mathrm M}+\mu_{\mathrm X}-\mu_{\mathrm{MX}}-zeU_p .$$

The minus sign before $zeU_p$ arises because holes are consumed. There is one value of $U_p$ at which $\Delta G=0$. Call it the anodic decomposition potential $U_{\rm dec}$. With $\mu_{\mathrm M}=\mu^\circ_{\mathrm M}+kT\ln a$, where $a$ is the ion activity,

$$zeU_{\rm dec}=\mu^\circ_{\mathrm M}+\mu_{\mathrm X}-\mu_{\mathrm{MX}}+kT\ln a .$$

The right-hand side is the sum of the first three terms of $\Delta G$. Substituting it gives

$$\Delta G=ze\,(U_{\rm dec}-U_p).$$

Decomposition is downhill if and only if $U_p>U_{\rm dec}$.

Q: You have named a zero of your own formula a "decomposition potential". Is it the electrode potential an electrochemist would use?

A: Yes. Pair the dissolution with a standard hydrogen electrode:

$$\mathrm{MX}+z\mathrm H^+\rightarrow\mathrm M^{z+}+\mathrm X+\tfrac z2\mathrm H_2 .$$

The hydrogen terms contribute zero, so the free energy of this reaction is $\mu_{\mathrm M}+\mu_{\mathrm X}-\mu_{\mathrm{MX}}=zeU_{\rm dec}$. At balance, the free energy per transferred charge is the potential of the MX electrode against SHE. Its sign is right as well: a positive $U_{\rm dec}$ means that protons under standard conditions cannot oxidize MX, because the reaction costs free energy.

Q: Give me numbers.

A: Take a model compound with $z=2$ at 298.15 K, where $kT=0.02569$ eV. Let $\mu_{\mathrm{MX}}=-1.50$ eV, $\mu_{\mathrm X}=0$ and $\mu^\circ_{\mathrm M}=-0.60$ eV. These are round parameters and stand for no particular material. At unit ion activity,

$$U_{\rm dec}=\frac{-0.60+0+1.50}{2}\ \mathrm V=0.450\ \mathrm V .$$

At $a=10^{-6}$ the logarithm adds $\tfrac12(0.02569)\ln(10^{-6})=-0.1775$ V, so $U_{\rm dec}=0.2725$ V. Dilution makes dissolution easier, as it should.

Q: Your condition contains no band edge. Where has it gone?

A: It sits in the relation between $U_p$ and the hole density $p$. Let $E_v=-eU_v$ be the valence-band edge at the surface, and let $\varepsilon$ be the depth of a state below it. The probability that this state is empty is

$$1-\frac{1}{1+e^{(E_v-\varepsilon-E_{Fp})/kT}}=\frac{1}{1+e^{(\varepsilon-E_v+E_{Fp})/kT}} .$$

Set $x=\varepsilon/kT$ and

$$\eta=\frac{E_v-E_{Fp}}{kT}=\frac{e(U_p-U_v)}{kT}.$$

The probability becomes $1/(1+e^{x-\eta})$. For a parabolic band of hole mass $m$, the density of states including spin is $(2m)^{3/2}\sqrt{\varepsilon}/(2\pi^2\hbar^3)$. Integrating over depth gives

$$p=\frac{(2mkT)^{3/2}}{2\pi^2\hbar^3}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

With the effective density of states $N_v=2\,(mkT/2\pi\hbar^2)^{3/2}$, the prefactor divided by $N_v$ is

$$\frac{2^{3/2}}{2\pi^2}\cdot\frac{(2\pi)^{3/2}}{2}=\frac{(4\pi)^{3/2}}{4\pi^2}=\frac{2}{\sqrt\pi}.$$

Therefore

$$p=N_vF(\eta),\qquad F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}} .$$

When $\eta$ is large and negative, the 1 in the denominator is negligible. Since $\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2$, $F\to e^\eta$. Taking the logarithm of $p=N_ve^\eta$ gives the dilute result

$$U_p=U_v-\frac{kT}{e}\ln\frac{N_v}{p}.$$

Dilute holes are weaker oxidants than the band edge suggests. At fixed temperature the logarithm grows on dilution because consuming a more thinly spread hole costs more entropy.

Q: Then the comparison with the edge is wrong, since you never have $U_p=U_v$.

A: You can have it, at a definite density. Put $\eta=0$ and expand

$$\frac1{1+e^x}=\sum_{n=1}^{\infty}(-1)^{n-1}e^{-nx}.$$

For $x>0$ the partial sums lie between 0 and $e^{-x}$, so the series may be integrated term by term. Each integral is $\int_0^\infty\sqrt x\,e^{-nx}dx=\sqrt\pi/(2n^{3/2})$, and thus

$$F(0)=\sum_{n=1}^\infty\frac{(-1)^{n-1}}{n^{3/2}} .$$

This is the sum with all signs positive, $\zeta(3/2)$, minus twice its even terms. The even terms add up to $2^{-3/2}\zeta(3/2)$. Hence

$$F(0)=\left(1-2^{-1/2}\right)\zeta(3/2)\approx0.765 .$$

The hole level reaches the edge at $p=0.765N_v$. For a hole mass of one electron mass, $N_v=2.49\times10^{19}\ \mathrm{cm^{-3}}$, and this density is $1.90\times10^{19}\ \mathrm{cm^{-3}}$.

This uses the bulk density of states at the surface, which requires the bands to bend little over a thermal wavelength, 4.3 nm for this mass. Stronger bending confines the holes and lowers the density at a given $\eta$. In a triangular well with a hard wall, the peak density at $\eta=0$ is about half the bulk value at a field of $10^7$ V/m and about a sixth at $3\times10^7$ V/m. The condition $U_p>U_{\rm dec}$ is unaffected, but the number 0.765 and the densities below then change.

Q: So what does the edge comparison tell me?

A: It tells you how many holes are needed. The integrand of $F$ grows with $\eta$ at every $x$, so $F$ is strictly increasing. The condition $U_p>U_{\rm dec}$ is then the same as $p>p^*$, where the threshold follows from setting $U_p=U_{\rm dec}$:

$$p^*=N_vF\!\left(-\frac{e(U_v-U_{\rm dec})}{kT}\right).$$

If $U_v>U_{\rm dec}$, the argument is negative and $p^*<0.765N_v$. If $U_v\le U_{\rm dec}$, the argument is zero or positive and $p^*\ge0.765N_v$. Therefore

$$U_v>U_{\rm dec}\quad\Longleftrightarrow\quad p^*<0.765\,N_v .$$

For surface densities below $0.765N_v$, the edge criterion is necessary for decomposition. It is not sufficient, because the actual density must also exceed $p^*$. When $U_v$ lies several $kT/e$ above $U_{\rm dec}$, the threshold takes the dilute form

$$p^*\simeq N_v\exp\!\left[-\frac{e(U_v-U_{\rm dec})}{kT}\right].$$

Each additional 0.059 V of margin, which is $(kT/e)\ln10$, lowers it tenfold.

Q: Show me a case where the edge criterion is met and the crystal still survives.

A: Put the edge at $U_v=0.60$ V and the ion activity at $10^{-6}$. The margin is $0.60-0.2725=0.3275$ V, so the edge comparison permits decomposition. The threshold is

$$p^*=2.49\times10^{19}\,e^{-0.3275/0.02569}\ \mathrm{cm^{-3}}\approx7.2\times10^{13}\ \mathrm{cm^{-3}} .$$

First let $p=10^{12}\ \mathrm{cm^{-3}}$. Then $(kT/e)\ln(N_v/p)=0.4375$ V, and

$$U_p=0.60-0.4375=0.1625\ \mathrm V,$$

$$\Delta G=2(0.2725-0.1625)\ \mathrm{eV}=+0.220\ \mathrm{eV}.$$

This is $+21.2$ kJ/mol, and decomposition is uphill. Now let $p=10^{16}\ \mathrm{cm^{-3}}$. The same steps give $U_p=0.3991$ V and

$$\Delta G=2(0.2725-0.3991)\ \mathrm{eV}=-0.253\ \mathrm{eV},$$

or $-24.4$ kJ/mol. The band alignment is unchanged, and the hole density alone has reversed the sign.

Q: And if the edge lies elsewhere?

A: Here are three edges, with $p^*$ obtained by numerical quadrature of $F$.

| $U_v$ (V) | $a$ | $U_v-U_{\rm dec}$ (V) | $p^*$ (cm⁻³) |
|---|---|---|---|
| 0.60 | $1$ | $+0.150$ | $7.2\times10^{16}$ |
| 0.60 | $10^{-6}$ | $+0.327$ | $7.2\times10^{13}$ |
| 0.35 | $1$ | $-0.100$ | $1.6\times10^{20}$ |
| 0.35 | $10^{-6}$ | $+0.077$ | $1.2\times10^{18}$ |
| 0.10 | $1$ | $-0.350$ | $9.5\times10^{20}$ |
| 0.10 | $10^{-6}$ | $-0.173$ | $3.3\times10^{20}$ |

The middle edge changes its verdict with dilution. A decomposition potential quoted for unit activity would label it safe, although in the dilute solution $1.2\times10^{18}$ holes per cm³ suffice.

For the first edge, diluting the ions by $10^6$ lowers $p^*$ by $10^3$. This follows from the dilute formula: $U_{\rm dec}$ contains $(kT/ze)\ln a$, so $p^*\propto a^{1/z}$, here $a^{1/2}$.

Q: Could I have used the exponential formula for every row?

A: No. At $U_v=0.35$ V and unit activity it gives $1.2\times10^{21}\ \mathrm{cm^{-3}}$, nearly eight times the full result. The direction of the error follows from

$$\frac1{1+e^{x-\eta}}<e^{\eta-x},$$

which implies $F(\eta)<e^\eta$. The exponential ignores the fact that a state can hold no more than one hole. Exclusion pushes the hole level deeper at a given density, so fewer holes are needed to reach a given $U_p$.

The rows with negative margin should be read as "degenerate holes required", not as precise predictions. They extend the parabolic band well below its edge, and they assume that so much positive charge leaves the surface edge where it was. For a classical hole layer with relative permittivity 10 and a Helmholtz capacitance of 10 to 20 µF/cm², the hole charge would move the edge by 75 to 620 mV in these rows, at surface fields of $2$ to $7\times10^8$ V/m. The shift is already 20 to 40 mV at $p=0.765N_v$ and 5 to 9 mV at $1.2\times10^{18}\ \mathrm{cm^{-3}}$.

Q: I still distrust a criterion read from an infinitesimal step. Suppose the reaction runs. Where does it stop?

A: Close the system. Let the holes and ions occupy fixed volumes, and let no holes be generated or lost except by decomposition. Hold the surface edge fixed as well. This neglects the charging of the interface as positive ions leave the crystal, which is reasonable only if the charge transferred per unit area is small. After $\xi$ reaction events there are $N_{\mathrm h}=N_{\mathrm h0}-z\xi$ holes and $N_{\mathrm i}=N_{\mathrm i0}+\xi$ ions. For dilute holes, the part of the free energy that varies is

$$\mathcal F=N_{\mathrm h}\!\left[eU_v+kT\!\left(\ln\frac p{N_v}-1\right)\right]+N_{\mathrm i}\!\left[\mu^\circ_{\mathrm M}+kT(\ln a-1)\right]+\xi(\mu_{\mathrm X}-\mu_{\mathrm{MX}}).$$

Here $p\propto N_{\mathrm h}$ and $a\propto N_{\mathrm i}$. Since $d[N(\ln N-1)]/dN=\ln N$, the $-1$ terms cancel on differentiation:

$$\frac{d\mathcal F}{d\xi}=-z\!\left[eU_v+kT\ln\frac p{N_v}\right]+\mu^\circ_{\mathrm M}+kT\ln a+\mu_{\mathrm X}-\mu_{\mathrm{MX}} .$$

The bracket is $eU_p$ and the remaining terms are $zeU_{\rm dec}$, so the slope is $ze(U_{\rm dec}-U_p)$. As the reaction proceeds, $p$ falls and $a$ rises. $U_p$ therefore drops and $U_{\rm dec}$ climbs until they meet.

Start with $10^6$ holes at $p=10^{16}\ \mathrm{cm^{-3}}$ and $10^6$ ions at $a=10^{-6}$, with the edge at 0.60 V. Numerical minimization of $\mathcal F$ over $\xi$ ends at $p=8.86\times10^{13}\ \mathrm{cm^{-3}}$ and $a=1.50\times10^{-6}$. Both potentials are then 0.2777 V. The final density is about 22% above the earlier threshold of $7.2\times10^{13}\ \mathrm{cm^{-3}}$ because the ion activity has risen. Under steady illumination holes are replaced, and this stopping point need not be reached.

Q: In the laboratory I set the electrode potential, not the hole density. Does that potential decide the matter?

A: In the dark at equilibrium, yes. Electrons and holes then share one Fermi level, so $U_p$ equals the electrode potential $U$, and the condition is $U>U_{\rm dec}$. If the surface edge stays fixed relative to the solution, changing $U$ changes the band bending and with it the surface density $p$. The edge then tells you what density accompanies a given $U$, as long as holes are supplied fast enough to stay in equilibrium with the contact. In a dark n-type electrode under anodic bias they come only from slow thermal generation. If the reaction consumes them, $U_p$ lags behind $U$ and the surface density stays far below this value.

Under illumination the two carrier populations can have different Fermi levels. In an n-type electrode the contact potential follows the electrons, while light raises $p$ and makes $U_p$ more positive. Decomposition can then be downhill even though $U<U_{\rm dec}$.

Q: Can a dissolved redox couple protect the surface?

A: Thermodynamically it can, if it holds the hole level down. For $\mathrm{Red}+\mathrm h^+\rightarrow\mathrm{Ox}$ the same accounting gives $\Delta G=e(U_{\rm redox}-U_p)$. If the holes reach equilibrium with the couple, $U_p=U_{\rm redox}$, and $U_{\rm redox}<U_{\rm dec}$ makes decomposition uphill. Whether they reach it depends on how quickly the couple takes up holes compared with their generation, and free energies do not tell us that.

For the same reason, $U_p>U_{\rm dec}$ permits decomposition without fixing its rate. A crystal may persist because the reaction is slow.

Q: What must I settle before using the criterion on a real surface?

A: First, the decomposition reaction and the activity of the dissolved ions, because both enter $U_{\rm dec}$. If $r$ protons are released per formula unit, their chemical potential adds $(rkT/ze)\ln a_{\mathrm H^+}$ to $U_{\rm dec}$. Second, the surface edge in the same solution, since surface charge can move $U_v$ with pH. Third, the surface hole density. Together with $N_v$ and the temperature, the first two give $p^*$, and the third decides whether it is exceeded.

Numbers in the example were calculated in double precision.
